# Reaction-path degeneracy of silane hydrogen elimination through a Cs saddle: test program

```python
"""Result under test: SiH4 -> SiH2 + H2 through a Cs saddle has path degeneracy 12.
A labelled version is a set of numbered atoms, identified up to proper rotation.
sigma = rotational symmetry number; m = 2 for a chiral saddle, otherwise 1.
Labelled copies of a model Cs saddle are counted by rigid superposition and
compared with m*sigma(silane)/sigma(saddle). Rate parameters are rough values.
Atom order: Si, leaving H (site A), leaving H (site B), two spectator H.
Coordinates are in angstrom and energies in eV unless a name says otherwise.
"""
from itertools import permutations
import numpy as np
from scipy import constants as const

KB = const.k / const.e
H_EV = const.h / const.e
BOND = 1.48
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
silane = np.vstack([np.zeros(3), BOND * corners])

# model saddle: the x-z plane is the mirror plane
R_A, R_B, ANGLE_A, ANGLE_B = 1.55, 1.70, 90.0, 50.0
a, b = np.radians([ANGLE_A, ANGLE_B])
half = np.radians(55.0)
saddle = np.array([[0, 0, 0],
                   [R_A * np.cos(a), 0, R_A * np.sin(a)],
                   [R_B * np.cos(b), 0, R_B * np.sin(b)],
                   [-BOND * np.cos(half), BOND * np.sin(half), 0],
                   [-BOND * np.cos(half), -BOND * np.sin(half), 0]])


# ---------- superposition and labelled counting ----------
def misfit(p, q):
    """Root-mean-square distance after the best proper rotation."""
    p, q = p - p.mean(axis=0), q - q.mean(axis=0)
    u, s, vt = np.linalg.svd(p.T @ q)
    s[-1] *= np.sign(np.linalg.det(u) * np.linalg.det(vt))
    return np.sqrt(max(0, np.sum(p**2) + np.sum(q**2) - 2 * s.sum()) / len(p))


def orders(n_atoms, n_fixed=1):
    head = list(range(n_fixed))
    return [head + list(p) for p in permutations(range(n_fixed, n_atoms))]


def sigma(x, n_fixed=1):
    return sum(misfit(x, x[o]) < 1e-3 for o in orders(len(x), n_fixed))


def labelled_versions(x):
    """Distinct versions, and (version, copy) for all permuted and inverted copies."""
    found, members = [], []
    for parity in (1, -1):
        for o in orders(5):
            y = parity * x[o]
            hit = next((i for i, f in enumerate(found) if misfit(f[1], y) < 1e-3), None)
            if hit is None:
                hit = len(found)
                found.append((o, y))
            members.append((hit, y))
    return found, members


silane_forms = [f[1] for f in labelled_versions(silane)[0]]
saddle_forms, saddle_members = labelled_versions(saddle)
sigma_r, sigma_t = sigma(silane), sigma(saddle)
assert len(silane_forms) == 2 and len(saddle_forms) == 24
assert sigma_r == 12 and sigma_t == 1


# ---------- which labelled silane does each saddle belong to? ----------
def handedness(h):
    return np.linalg.det(h[:, 1:] - h[:, :1])


# relax all copies with Si-H springs (constant 5) and 1/distance H-H repulsion
hydrogens = np.array([y[1:] for _, y in saddle_members])
hand_start = np.sign(handedness(hydrogens))
for _ in range(1500):
    r = np.linalg.norm(hydrogens, axis=2, keepdims=True)
    gap = hydrogens[:, :, None] - hydrogens[:, None]
    d = np.linalg.norm(gap, axis=3, keepdims=True) + np.eye(4)[None, :, :, None]
    force = -5 * (r - BOND) * hydrogens / r + np.sum(gap / d**3, axis=2)
    hydrogens = hydrogens + 0.2 * force
    assert np.all(np.sign(handedness(hydrogens)) == hand_start)

owner, worst_fit = {}, 0.0
for (hit, _), h in zip(saddle_members, hydrogens):
    # the repulsion stretches the bonds, so only directions are compared
    end = np.vstack([np.zeros(3), BOND * h / np.linalg.norm(h, axis=1)[:, None]])
    fits = [misfit(end, f) for f in silane_forms]
    assert min(fits) < 0.01 and max(fits) > 0.3
    worst_fit = max(worst_fit, min(fits))
    owner.setdefault(hit, set()).add(int(np.argmin(fits)))
assert all(len(s) == 1 for s in owner.values())
per_silane = [sum(s == {k} for s in owner.values()) for k in (0, 1)]
assert per_silane == [sigma_r // sigma_t] * 2 == [12, 12]
L = per_silane[0]

# an order o places label i at site o[i]
mine = [saddle_forms[i][0] for i, s in owner.items() if s == {0}]
ordered_pairs = {(o.index(1), o.index(2)) for o in mine}
assert len(ordered_pairs) == 12
swap = saddle[[0, 1, 2, 4, 3]]
swapped = next(i for i, f in enumerate(saddle_forms) if misfit(f[1], swap) < 1e-3)
original = next(i for i, f in enumerate(saddle_forms) if misfit(f[1], saddle) < 1e-3)
assert owner[swapped] != owner[original]
deuterium = [sum(o[4] == 1 for o in mine), sum(o[4] == 2 for o in mine),
             sum(o[4] in (3, 4) for o in mine)]
assert deuterium == [3, 3, 6]
reverse = sum({f[0].index(1), f[0].index(2)} == {1, 2} for f in saddle_forms)
sigma_sih2, sigma_h2 = sigma(saddle[[0, 3, 4]]), sigma(saddle[[1, 2]], 0)
assert reverse == sigma_sih2 * sigma_h2 // sigma_t == 4

# control shapes of other symmetry
c2v = np.array([[0, 0, 0], [1.4, 0, 0.6], [1.4, 0, -0.6],
                [-0.8, 1.2, 0], [-0.8, -1.2, 0]])
c3v = silane.copy()
c3v[1] *= 1.8
c1 = saddle.copy()
c1[3] += [0.1, 0.2, 0.3]
controls = {}
for name, shape, expected in (("C2v", c2v, 6), ("C3v", c3v, 4), ("C1", c1, 24)):
    achiral = any(misfit(shape, -shape[o]) < 1e-3 for o in orders(5))
    by_sigma = sigma_r * (1 if achiral else 2) // sigma(shape)
    by_labels = len(labelled_versions(shape)[0]) // len(silane_forms)
    assert by_sigma == by_labels == expected
    controls[name] = by_labels

# ---------- Pauli-allowed rotational states of silane ----------
masses = np.array([28.0855] + [1.008] * 4)  # atomic mass units


def inertia(x):
    y = x - masses @ x / masses.sum()
    return np.eye(3) * np.sum(masses * np.sum(y**2, axis=1)) - (y.T * masses) @ y


moment_si = np.trace(inertia(silane)) / 3 * const.atomic_mass * 1e-20
rot_constant = const.hbar**2 / (2 * moment_si) / const.e


def pauli_ratio(temperature):
    j = np.arange(151)
    boltz = np.exp(-rot_constant * j * (j + 1) / (KB * temperature))
    chi = [np.sin((2 * j + 1) * t / 2) / np.sin(t / 2) for t in (2 * np.pi / 3, np.pi)]
    allowed = (16 * (2 * j + 1) + 32 * chi[0] + 12 * chi[1]) / 12
    assert np.allclose(allowed, np.round(allowed), atol=1e-8)
    return np.sum(16 * (2 * j + 1)**2 * boltz) / np.sum((2 * j + 1) * allowed * boltz)


T = 900.0
assert abs(pauli_ratio(T) - sigma_r) < 1e-3

# ---------- rate constants from rough round parameters ----------
BIN = 0.01  # all quanta and the threshold are whole multiples of this energy
quanta_r = np.array([27] * 4 + [12] * 2 + [11] * 3)
quanta_t = np.array([27, 27, 22, 20, 12, 12, 10, 9])
e0_bins = 250
E0, IMAG = e0_bins * BIN, 0.15
n_bins = e0_bins + 500
rot_ratio = np.sqrt(np.linalg.det(inertia(saddle)) / np.linalg.det(inertia(silane)))


def q_vib(quanta):
    return np.prod(1 / (1 - np.exp(-quanta * BIN / (KB * T))))


def k_infinity(saddle_scale=1.0):
    return (L * KB * T / H_EV * rot_ratio * q_vib(saddle_scale * quanta_t)
            / q_vib(quanta_r) * np.exp(-E0 / (KB * T)))


def count_states(quanta):
    counts = np.zeros(n_bins)
    counts[0] = 1
    for n in quanta:
        for i in range(n, n_bins):
            counts[i] += counts[i - n]
    return counts


# density averaged over 0.05 eV to smooth the degenerate harmonic levels
density = np.convolve(count_states(quanta_r), np.ones(5) / 5, mode="same")[e0_bins:] / BIN
sum_t = np.cumsum(count_states(quanta_t))[:n_bins - e0_bins]
energy = (e0_bins + np.arange(n_bins - e0_bins)) * BIN
bin_weight = KB * T * (1 - np.exp(-BIN / (KB * T))) * np.exp(-energy / (KB * T))
population = density * bin_weight / q_vib(quanta_r)


def k_uni(omega, degeneracy):
    k_e = degeneracy * rot_ratio * sum_t / (H_EV * density)
    return np.sum(population * k_e / (1 + k_e / omega))


DIAMETER = 4.0
speed = np.sqrt(8 * const.k * T / (np.pi * masses.sum() * const.atomic_mass / 2))


def collision_rate(torr):
    area = np.pi * (DIAMETER * 1e-10)**2
    return torr * const.torr / (const.k * T) * area * speed


k_inf = k_infinity()
assert abs(k_uni(1e40, L) / k_inf - 1) < 1e-6
assert abs(k_uni(1e-3, L) / k_uni(1e-3, 1) - 1) < 0.01
w1, w760 = collision_rate(1), collision_rate(760)
k1, k760 = k_uni(w1, L), k_uni(w760, L)

# ---------- output ----------
print("Model geometry and rough round rate parameters")
print(f"Si-H in silane and saddle spectators: {BOND:.2f} angstrom")
print(f"Saddle Si-H at leaving site A: {R_A:.2f} angstrom")
print(f"Saddle Si-H at leaving site B: {R_B:.2f} angstrom")
print(f"Saddle angle H-Si-H, leaving pair: {ANGLE_A - ANGLE_B:.1f} degrees")
print(f"Saddle angle H-Si-H, spectators: {2 * np.degrees(half):.1f} degrees")
print(f"Saddle H-H, leaving pair: {np.linalg.norm(saddle[1] - saddle[2]):.3f} angstrom")
print(f"Symmetry number, silane: {sigma_r}")
print(f"Symmetry number, Cs saddle: {sigma_t}")
print(f"Labelled versions, silane: {len(silane_forms)}")
print(f"Labelled versions, Cs saddle: {len(saddle_forms)}")
print(f"Saddles belonging to each labelled silane: {per_silane}")
print(f"Largest misfit after model relaxation: {worst_fit:.1e} angstrom")
print(f"Distinct ordered leaving pairs: {len(ordered_pairs)}")
print(f"Spectator swap changes labelled silane: {owner[swapped] != owner[original]}")
print(f"Control degeneracies by saddle symmetry: {controls}")
print(f"SiH3D paths, D at site A / site B / spectator: {deuterium}")
print(f"Symmetry numbers, SiH2 and H2: {sigma_sih2}, {sigma_h2}")
print(f"Reverse path degeneracy: {reverse}")
print(f"Unrestricted/Pauli rotational sum at 900 K: {pauli_ratio(T):.5f}")
print(f"Unrestricted/Pauli rotational sum at 5 K: {pauli_ratio(5):.3f}")
print(f"Silane mode quanta: {(quanta_r * BIN).round(2).tolist()} eV")
print(f"Saddle real-mode quanta: {(quanta_t * BIN).round(2).tolist()} eV")
print(f"Imaginary-mode quantum, magnitude: {IMAG:.2f} eV")
print(f"Threshold E0, zero-point energy included: {E0:.2f} eV")
print(f"Temperature: {T:.0f} K; thermal energy: {KB * T:.5f} eV")
print(f"Rotational ratio without symmetry numbers: {rot_ratio:.4f}")
print(f"Vibrational partition function, silane: {q_vib(quanta_r):.4f}")
print(f"Vibrational partition function, saddle: {q_vib(quanta_t):.4f}")
print(f"k_infinity per path: {k_inf / L:.4e} 1/s")
print(f"k_infinity with degeneracy: {k_inf:.4e} 1/s")
print(f"State-count/partition-function k_infinity: {k_uni(1e40, L) / k_inf:.8f}")
print(f"Collision diameter: {DIAMETER:.1f} angstrom")
print(f"Collision rate at 1 Torr: {w1:.3e} 1/s")
print(f"Collision rate at 760 Torr: {w760:.3e} 1/s")
print(f"k_uni at 1 Torr: {k1:.3e} 1/s; k_uni/k_infinity: {k1 / k_inf:.3e}")
print(f"k_uni at 760 Torr: {k760:.3e} 1/s; k_uni/k_infinity: {k760 / k_inf:.3e}")
print(f"Rate gain from degeneracy at 1 Torr: {k1 / k_uni(w1, 1):.3f}")
print(f"Rate gain from degeneracy at 760 Torr: {k760 / k_uni(w760, 1):.3f}")
print(f"Wigner tunnelling factor: {1 + (IMAG / (KB * T))**2 / 24:.3f}")
print(f"k_infinity factor, saddle quanta 10% lower, E0 fixed: {k_infinity(0.9) / k_inf:.3f}")
print(f"k_infinity factor for a 0.1 eV lower threshold: {np.exp(0.1 / (KB * T)):.3f}")
print("no test failed")
```

Running it gives:

```
Model geometry and rough round rate parameters
Si-H in silane and saddle spectators: 1.48 angstrom
Saddle Si-H at leaving site A: 1.55 angstrom
Saddle Si-H at leaving site B: 1.70 angstrom
Saddle angle H-Si-H, leaving pair: 40.0 degrees
Saddle angle H-Si-H, spectators: 110.0 degrees
Saddle H-H, leaving pair: 1.120 angstrom
Symmetry number, silane: 12
Symmetry number, Cs saddle: 1
Labelled versions, silane: 2
Labelled versions, Cs saddle: 24
Saddles belonging to each labelled silane: [12, 12]
Largest misfit after model relaxation: 3.8e-08 angstrom
Distinct ordered leaving pairs: 12
Spectator swap changes labelled silane: True
Control degeneracies by saddle symmetry: {'C2v': 6, 'C3v': 4, 'C1': 24}
SiH3D paths, D at site A / site B / spectator: [3, 3, 6]
Symmetry numbers, SiH2 and H2: 2, 2
Reverse path degeneracy: 4
Unrestricted/Pauli rotational sum at 900 K: 12.00000
Unrestricted/Pauli rotational sum at 5 K: 6.741
Silane mode quanta: [0.27, 0.27, 0.27, 0.27, 0.12, 0.12, 0.11, 0.11, 0.11] eV
Saddle real-mode quanta: [0.27, 0.27, 0.22, 0.2, 0.12, 0.12, 0.1, 0.09] eV
Imaginary-mode quantum, magnitude: 0.15 eV
Threshold E0, zero-point energy included: 2.50 eV
Temperature: 900 K; thermal energy: 0.07756 eV
Rotational ratio without symmetry numbers: 1.0741
Vibrational partition function, silane: 4.2009
Vibrational partition function, saddle: 3.9691
k_infinity per path: 1.9058e-01 1/s
k_infinity with degeneracy: 2.2870e+00 1/s
State-count/partition-function k_infinity: 1.00000000
Collision diameter: 4.0 angstrom
Collision rate at 1 Torr: 5.875e+06 1/s
Collision rate at 760 Torr: 4.465e+09 1/s
k_uni at 1 Torr: 4.418e-03 1/s; k_uni/k_infinity: 1.932e-03
k_uni at 760 Torr: 9.559e-01 1/s; k_uni/k_infinity: 4.180e-01
Rate gain from degeneracy at 1 Torr: 1.053
Rate gain from degeneracy at 760 Torr: 6.218
Wigner tunnelling factor: 1.156
k_infinity factor, saddle quanta 10% lower, E0 fixed: 1.318
k_infinity factor for a 0.1 eV lower threshold: 3.631
no test failed
```
